Heisenberg constant of two high-spin ions from orbital-pair couplings

**Problem**

Two magnetic ions A and B carry n_A and n_B electrons in as many localized orbitals, a_i on A and b_j on B. All orbitals are real and orthonormal, and each holds one electron. Strong exchange within each ion aligns its spins, so that S_A = n_A/2 and S_B = n_B/2. Let s_i and s_j be the spins of the electrons in a_i and b_j, in units of ħ. The coupling constants are defined by

H_pair = −2 J_ij s_i·s_j,  H = −2 J S_A·S_B,

so a positive constant favours parallel spins. Atomic units are used in the algebra and eV for numbers.

(a) Project the Coulomb interaction on the states in which every orbital is singly occupied, and find the J_ij due to direct exchange.

(b) Show that, to first order in the pair couplings,

J = Σ_ij J_ij / (4 S_A S_B).

(c) Take two orbitals on each ion. Find the levels given by the single constant J, and the leading error caused by a finite exchange energy J_H within the ions.

(d) Add a hopping t_ij between a_i and b_j. Find its contribution to J_ij, and decide whether the coupling of an isolated orbital pair may be used in the sum.

(e) Compare the results with exact diagonalization of a model with four orbitals and four electrons. On each ion the repulsion is U within an orbital and U − 2J_H between the two orbitals, whose exchange integral is J_H. Between the ions the repulsion is V and the exchange integrals are K_ij. An exchange integral also transfers electron pairs between its two orbitals, and this is kept. All orbital energies are equal. Use U = 6, V = 1, J_H = 0.8 eV and

K11, K12, K21, K22 = 0.030, 0.012, 0.006, 0.020 eV,
t11, t12, t21, t22 = 0.20, 0.05, 0.10, 0.15 eV.

**Solution**

**(a) Direct exchange of one orbital pair**

With (pq|rs) = ∫∫ p(1)q(1) r(2)s(2)/r₁₂, the Coulomb operator is

H_C = ½ Σ_pqrs (pq|rs) Σ_σσ' c†_pσ c†_rσ' c_sσ' c_qσ.

Each term removes electrons from q and s and puts electrons into p and r. Suppose that all orbitals are singly occupied before and after. Then q and s must differ, because no orbital holds two electrons, and p and r must refill the two orbitals just emptied. There are two ways to do so.

If p = q and r = s, the term is a product of occupation numbers, which is a constant here. If p = s and r = q, the term is an exchange term. Every other integral changes an occupation and drops out of the projection. One-electron hopping drops out for the same reason; it returns in second order in part (d).

For the pair a_i, b_j the two orderings in the sum cancel the factor ½. With K_ij = (a_i b_j|b_j a_i), the exchange term is

K_ij Σ_σσ' c†_iσ c†_jσ' c_iσ' c_jσ = −K_ij Σ_σσ' c†_iσ c_iσ' c†_jσ' c_jσ.

The minus sign comes from interchanging c†_jσ' and c_iσ', which belong to different orbitals and anticommute.

The terms with σ = σ' give n_i↑ n_j↑ + n_i↓ n_j↓. Single occupancy means n↑ = ½ + s^z and n↓ = ½ − s^z, so these terms equal ½ + 2 s_i^z s_j^z. The terms with σ ≠ σ' are s_i⁺s_j⁻ + s_i⁻s_j⁺ = 2(s_i^x s_j^x + s_i^y s_j^y). Together,

Σ_σσ' c†_iσ c_iσ' c†_jσ' c_jσ = ½ + 2 s_i·s_j,  (1)

and the pair contributes −K_ij(½ + 2 s_i·s_j). Comparison with the definition of J_ij gives

J_ij = K_ij.

K_ij is twice the electrostatic self-energy ½∫∫ρ(1)ρ(2)/r₁₂ of the charge distribution ρ(r) = a_i(r)b_j(r). That self-energy equals the energy stored in the field of ρ, so K_ij cannot be negative. Direct exchange between orthogonal orbitals therefore favours parallel spins.

The same algebra holds within an ion. Two electrons on one ion have the exchange energy −J_H(½ + 2 s_1·s_2). This is −J_H in the triplet, where s_1·s_2 = ¼, and +J_H in the singlet, where s_1·s_2 = −¾. The singlet lies 2J_H above the triplet.

**(b) From orbital pairs to ionic spins**

When the couplings between the ions are small compared with the energy needed to break the alignment on one ion, first-order degenerate perturbation theory applies. The coupling is projected on the states in which both ions have their highest spin. Let P = P_A P_B be the projector on these states.

The state of A with all n_A spins up is unchanged when two of the spins are interchanged. The lowering operator S_A⁻ = Σ_i s_i⁻ is also unchanged by the interchange, and it generates the rest of the multiplet. Hence every state of the multiplet is symmetric. If Π interchanges spins k and l, then ΠP_A = P_AΠ = P_A and s_l = Π s_k Π, so

P_A s_l P_A = P_A Π s_k Π P_A = P_A s_k P_A.

All n_A projected spins are thus equal. Their sum is the projected total spin, and S_A commutes with P_A. Therefore

P_A s_i P_A = S_A P_A / n_A = S_A P_A / (2S_A),

where S_A is the vector operator in the numerator and the spin quantum number in the denominator. The same holds for B. Since s_i acts on A and s_j on B, the projection of their product factorizes:

P s_i·s_j P = S_A·S_B P / (4 S_A S_B).

Multiplying by −2J_ij and summing over all pairs gives

−2 Σ_ij J_ij P s_i·s_j P = −2 [Σ_ij J_ij / (4 S_A S_B)] S_A·S_B P.

The bracket is J, as was to be shown.

Because 4 S_A S_B = n_A n_B, J is the mean of the pair couplings, with pairs of zero coupling included in the count. If a single pair couples two ions of spin 5/2, J is 1/25 of that pair's coupling. The coupling energy is not diluted in the same way: for classical parallel spins it is −2J S_A S_B = −½ Σ_ij J_ij, to which every pair adds its full share.

The derivation requires one electron in each magnetic orbital. If an ion has several ways to distribute its electrons over its orbitals, the K_ij that enter can differ from one distribution to another, and some of the integrals discarded in (a) can connect the distributions. The coupling then depends in general on the orbital state as well as on the spins.

**(c) Levels for two spins 1, and the effect of finite J_H**

For total spin S, squaring S_A + S_B gives S_A·S_B = ½[S(S+1) − 4], because S_A(S_A+1) = S_B(S_B+1) = 2. Hence, up to a common constant,

E(S) = −J[S(S+1) − 4],
E(0) = 4J, E(1) = 2J, E(2) = −2J.

The two intervals are

E(1) − E(2) = 4J, E(0) − E(1) = 2J.  (2)

Two intervals determined by one constant provide a criterion: if they yield different values of J, the single-constant description is inaccurate.

To find the error for direct exchange without hopping, define D_A = s_1 − s_2 on ion A, and D_B likewise. Then s_1 = ½(S_A + D_A) and s_2 = ½(S_A − D_A). Inserting these and the analogous expressions for B gives

−2 Σ_ij K_ij s_i·s_j = −½[κ S_A·S_B + α D_A·S_B + β S_A·D_B + γ D_A·D_B],

κ = K11 + K12 + K21 + K22,
α = K11 + K12 − K21 − K22,
β = K11 − K12 + K21 − K22,
γ = K11 − K12 − K21 + K22.

The κ term is the first-order result with J = κ/4. The operator D_A changes sign when the two spins of A are interchanged. It therefore has no elements between two triplet states, which are symmetric, but it connects the triplet to the antisymmetric singlet |s⟩. Acting with D^z on |s⟩ = (|↑↓⟩ − |↓↑⟩)/√2 gives (|↑↓⟩ + |↓↑⟩)/√2, a normalized triplet state. By rotational symmetry D^x and D^y give the other two members |t_x⟩ and |t_y⟩ of an orthonormal set, so ⟨s|D^a|t_b⟩ = δ_ab.

Consider the α term. It leads from two triplets to a singlet on A and a triplet on B. The final states have total spin 1, and the coupling conserves total spin, so only E(1) is affected. The squared elements of D_A·S_B, summed over all initial and final states, are

Σ_b Tr (S_B^b)² = Tr S_B² = 3 × 2 = 6.

They are shared equally by the three states with S = 1, which gives 2 for each. With the prefactor α/2 and the excitation energy 2J_H, the shift is −(α/2)² × 2/(2J_H) = −α²/(4J_H). The β term leads to a singlet on B instead. Its final states are different, so the two shifts simply add.

The γ term leads to singlets on both ions, at energy 4J_H and with total spin 0. Since D_A·D_B|s s⟩ = Σ_a |t_a t_a⟩ has squared norm 3, its shift of E(0) is −(γ/2)² × 3/(4J_H). To second order in K_ij,

δE(2) = 0,
δE(1) = −(α² + β²)/(4J_H),
δE(0) = −3γ²/(16J_H).  (3)

The error thus comes from differences between the pair couplings. If all K_ij are equal, α = β = γ = 0. The coupling is then −½κ S_A·S_B, which conserves the spin of each ion, and without hopping the single constant describes the high-spin levels of this model without error.

**(d) Hopping between the ions**

The hopping operator is

T = Σ_ij t_ij Σ_σ (c†_iσ c_jσ + c†_jσ c_iσ).

One hop leaves the singly occupied states, so its effect starts in second order. The energy of the intermediate state is needed first, with K_ij and t_ij left out.

- Before the hop each ion has two parallel electrons and the energy (U − 2J_H) − J_H = U − 3J_H. The repulsion between the ions is 2 × 2 × V = 4V.
- After a hop from b_j to a_i, ion A has two electrons in a_i and one in its other orbital. The repulsions are U + 2(U − 2J_H). The lone electron has exchange −J_H with the one electron of the pair whose spin is parallel to its own. The sum is 3U − 5J_H.
- Ion B then has one electron and no internal repulsion. The repulsion between the ions is 3 × 1 × V = 3V.

No further mixing occurs on either ion: A has no empty orbital into which a pair could move, and B has no pair. The intermediate state is therefore an eigenstate of the unperturbed problem, at the excitation energy

Δ = (3U − 5J_H + 3V) − 2(U − 3J_H) − 4V = U + J_H − V.

Now a_i holds two electrons and b_j none. A second hop restores single occupancy only if it returns an electron from a_i to b_j, so different orbital pairs do not interfere. The second-order term for this direction is

−(t_ij²/Δ) Σ_σσ' c†_jσ' c_iσ' c†_iσ c_jσ.

Using c_iσ' c†_iσ = δ_σσ' − c†_iσ c_iσ', the sum splits into two parts. The first is Σ_σ c†_jσ c_jσ = 1. In the second, moving c†_jσ' past two operators of orbital i leaves the sign unchanged and gives minus the sum in (1). The total is 1 − (½ + 2 s_i·s_j) = ½ − 2 s_i·s_j, so the term equals

−(t_ij²/Δ)(½ − 2 s_i·s_j) = (2t_ij²/Δ)(s_i·s_j − ¼).

It vanishes for parallel spins, where s_i·s_j = ¼, because the Pauli principle forbids the hop. The hop from a_i to b_j has the same energy and contributes the same amount. The sum (4t_ij²/Δ)(s_i·s_j − ¼), compared with −2J_ij s_i·s_j, adds −2t_ij²/Δ to the pair coupling:

J_ij = K_ij − 2t_ij²/Δ, Δ = U + J_H − V.  (4)

The result of (b) then applies to these J_ij.

For an isolated pair a_i, b_j the repulsion is V before the hop and U after it, so the excitation energy is U − V. In the high-spin ions the hop also costs exchange energy, which raises the denominator by J_H. In this model an isolated-pair coupling therefore overestimates the antiferromagnetic part, and it should not be inserted into the sum. The sign of the error is not general. If the repulsion between the two orbitals of an ion is U′_A on A and U′_B on B, the two directions of the hop cost Δ + (U′_A − U′_B) and Δ − (U′_A − U′_B). An isolated pair does not feel this shift, and for a large enough difference it underestimates the antiferromagnetic part. For direct exchange alone this distinction does not arise, since K_ij is the same in both situations. Equation (4) holds for the four-orbital model with equal orbital energies. With more singly occupied orbitals per ion, Δ must be worked out again. With unequal orbital energies ε the two directions of the hop cost Δ + (ε_i − ε_j) and Δ − (ε_i − ε_j), and 2/Δ is replaced by the sum of the two inverse energies. A hop into an empty orbital is not blocked for parallel spins and is not described by (4); its contribution to J can be positive.

**(e) Comparison with exact diagonalization**

Four electrons in eight spin orbitals have 8!/(4! 4!) = 70 states, of which 3 × 3 = 9 have spin 1 on both ions. The Hamiltonian matrix was built in all 70 states and diagonalized numerically for each total spin. E(S) is the lowest eigenvalue for spin S. "Exact" refers to this model, which omits all other orbitals.

*Direct exchange alone, t_ij = 0.* The sum of the couplings is 0.030 + 0.012 + 0.006 + 0.020 = 0.068 eV, and 4 S_A S_B = 4, so

J = 0.068/4 = 0.0170 eV.

Diagonalization gives E(1) − E(2) = 0.067914 eV and E(0) − E(1) = 0.033841 eV. By (2) these correspond to J = 0.01698 and 0.01692 eV, which lie within 0.5 % of the formula.

The small difference follows from (3). Here α = 0.016, β = 0.004 and γ = 0.032 eV, so

δE(1) = −(0.000256 + 0.000016)/3.2 = −0.000085 eV,
δE(0) = −3 × 0.001024/12.8 = −0.000240 eV.

The shifts from diagonalization, measured from E(2), are −0.000086 and −0.000245 eV.

With a smaller J_H the two intervals yield the following constants, to be compared with 0.0170 eV:

- J_H = 0.20 eV: 0.0169 eV from E(1) − E(2), and 0.0167 eV from E(0) − E(1).
- J_H = 0.05 eV: 0.0165 eV and 0.0152 eV.

In the last case J_H is comparable with the largest K_ij. The second value is 11 % below the formula, and a single Heisenberg constant no longer describes both intervals well.

*With hopping.* The excitation energy is Δ = 6 + 0.8 − 1 = 5.8 eV, and (4) gives

J11 = 0.030 − 2 × 0.0400/5.8 = 0.0162 eV,
J12 = 0.012 − 2 × 0.0025/5.8 = 0.0111 eV,
J21 = 0.006 − 2 × 0.0100/5.8 = 0.0026 eV,
J22 = 0.020 − 2 × 0.0225/5.8 = 0.0122 eV.

Before rounding, the sum is 0.0421 eV, hence

J = 0.0421/4 = 0.0105 eV.

Hopping removes more than a third of the direct exchange but does not change its sign. Diagonalization gives E(1) − E(2) = 0.04194 eV and E(0) − E(1) = 0.02125 eV, or J = 0.01049 and 0.01062 eV. Both lie within 1 % of the formula value, which is 0.01053 eV to the same number of figures.

The remaining error should be of higher order. If every t_ij is multiplied by λ and every K_ij by λ², both parts of J scale as λ². The next corrections contain t⁴, t²K or K² and scale as λ⁴, since an odd number of hops cannot restore single occupancy. The error relative to J should then fall as λ². Combining the relative deviations of the two intervals as the root of the sum of their squares, diagonalization gives 3.8 × 10⁻⁴ at λ = 0.2 and 0.94 × 10⁻⁴ at λ = 0.1. Halving λ reduces the error by a factor of 4.0, as expected.

Finally, each orbital pair can be diagonalized alone, with two electrons. Half its singlet–triplet gap is the isolated-pair coupling. The four values are 0.0141, 0.0110, 0.0020 and 0.0110 eV, and their sum divided by 4 is 0.0095 eV. This is about 10 % below the constants found for the complete model. The discrepancy does not disappear at weak coupling: at λ = 0.1 it is still 9.8 % of the mean of the two exact constants. It comes from the denominator. With Σ_ij t_ij² = 0.075 eV², replacing 5.8 by 5.0 eV changes the sum of the couplings from 0.068 − 0.150/5.8 = 0.042 eV to 0.068 − 0.150/5.0 = 0.038 eV.

Numerical values quoted here were computed with a short program.
